# Island density at hundredfold flux: diffusion-limited and edge-limited capture

## Problem

Atoms land on a flat surface at flux $F$, diffuse with coefficient $D$, and form stable, immobile dimers that grow into compact islands one layer high. A surfactant may hinder attachment at the island edges. Lengths are in lattice spacings, densities are per site, and $\theta=Ft$ is the deposited coverage in monolayers (ML).

Let $n$ be the mean adatom density on the bare terrace, $N$ the island density and $\phi$ the covered fraction. Dimers form at the rate $\sigma_1Dn^2$ per terrace site, with $\sigma_1$ constant. The current into an island edge, per unit length, is $\kappa n_{\rm edge}$, where $\kappa$ does not depend on flux. Atoms landing on an island join it, and islands do not coalesce. All islands are given one mean radius $R$, so that $\phi=\pi R^2N$.

The flux is raised a hundredfold at fixed temperature, hence at fixed $D$, $\kappa$ and $\sigma_1$.

1. Find the rate at which an island captures adatoms, including both diffusion and the edge barrier.
2. By what factor does $N$ rise at fixed coverage if diffusion limits capture?
3. What is the power-law factor if edge attachment limits capture, and is it reached at fixed coverage?
4. Evaluate both cases for $D=10^9$ sites/s, $\sigma_1=1$, $\theta=0.1$ ML and $F$ raised from $10^{-4}$ to $10^{-2}$ ML/s. Take $D/\kappa=1000$ lattice spacings for the hindered edge and $D/\kappa=0$ for the free edge.

## Solution

### 1. Capture by one island

Give each island a circular cell of radius $L$, with $\pi L^2N=1$, so that $\phi=R^2/L^2$. Islands grow slowly compared with the relaxation of the adatom density. If the adatoms lost to new dimers are neglected, the density $n(r)$ obeys

$$\frac{D}{r}\frac{d}{dr}\left(r\frac{dn}{dr}\right)+F=0,\qquad n'(L)=0,\qquad Dn'(R)=\kappa n(R).$$

One integration, with the condition at $L$, gives

$$n'(r)=\frac{F}{2D}\left(\frac{L^2}{r}-r\right).$$

The edge condition fixes $n(R)=F(L^2-R^2)/(2\kappa R)$, and a second integration gives

$$n(r)=\frac{F(L^2-R^2)}{2\kappa R}+\frac{F}{2D}\left[L^2\ln\frac rR-\frac{r^2-R^2}{2}\right].$$

To average over the terrace, set $x=r^2/L^2$, which is uniformly weighted between $\phi$ and 1. The square bracket becomes $L^2[\tfrac12\ln(x/\phi)-\tfrac12(x-\phi)]$. The integrals needed are

$$\int_\phi^1\ln\frac x\phi\,dx=-\ln\phi-1+\phi,\qquad \int_\phi^1(x-\phi)\,dx=\frac{(1-\phi)^2}{2}.$$

Dividing by $1-\phi$, the mean density is

$$n=\frac{FL^2(1-\phi)}{2\kappa R}+\frac{FL^2}{2D}h,\qquad h=\frac{-\ln\phi-1+\phi}{2(1-\phi)}-\frac{1-\phi}{4}.$$

The current into the island is everything that lands on its terrace, $\pi L^2(1-\phi)F$. Write this current as $Kn$. Then

$$\frac1K=\frac{1}{2\pi R\kappa}+\frac{H(\phi)}{2\pi D},\qquad H=\frac{h}{1-\phi}.$$

Edge and diffusion act as two resistances in series. The edge dominates when $D/(\kappa R)\gg H$, and diffusion dominates in the opposite case.

### 2. Diffusion-limited capture

Once islands take nearly all adatoms, arrival on the terrace balances capture, $(1-\phi)F=KNn$. With $K=2\pi D/H$,

$$n=\frac{(1-\phi)FH}{2\pi DN}.$$

Dimers form on the fraction $1-\phi$ of the surface. Since $d\theta=F\,dt$,

$$\frac{dN}{d\theta}=\frac{(1-\phi)\sigma_1Dn^2}{F}=\frac{\sigma_1F}{4\pi^2D}\,\frac{(1-\phi)^3H^2}{N^2}.$$

Few atoms remain free, so $\phi\simeq\theta$. Multiplying by $3N^2$ and integrating,

$$N^3=\frac{3\sigma_1F}{4\pi^2D}\int_0^\theta(1-\phi)^3H^2\,d\phi .$$

At small $\phi$ the integrand grows only as $\tfrac14\ln^2\phi$, so the integral converges. It does not contain $F$. Hence $N\propto F^{1/3}$ at fixed coverage, and the factor is $100^{1/3}=4.64$.

Nucleation depends on the mean of $n^2$, for which the square of the mean was used. In this limit the ratio of the two depends on $\phi$ alone. It changes the integral but not the exponent: at $\theta=0.1$ the integral rises from $0.116$ to $0.122$, and $N$ by about 2% at both fluxes.

### 3. Edge-limited capture

Now $K=2\pi R\kappa$. The total edge length per site is $2\pi RN=2\sqrt{\pi\phi N}$, because $R=\sqrt{\phi/(\pi N)}$. The balance gives

$$n=\frac{(1-\phi)F}{2\kappa\sqrt{\pi\phi N}},$$

and the nucleation equation becomes

$$N\frac{dN}{d\phi}=\frac{\sigma_1DF}{4\pi\kappa^2}\,\frac{(1-\phi)^3}{\phi}.$$

The prefactor suggests $N^2\propto F$, but the integral diverges logarithmically at $\phi\to0$. The early stage must supply the lower cutoff, and that cutoff may depend on flux.

**Early stage.** At first there is little edge, and dimer formation itself consumes adatoms, two per dimer. In the edge limit the density is still nearly uniform across each cell, so $K=2\pi R\kappa$ remains valid. For $\phi\ll1$,

$$F=2\sigma_1Dn^2+2\kappa\sqrt{\pi\phi N}\,n .$$

Define the density scale and scaled variables

$$N_s=\frac{\sqrt{\sigma_1FD}}{\kappa},\quad N=N_s\nu,\quad \phi=N_s\tau,\quad n=\mu\sqrt{\frac{F}{\sigma_1D}} .$$

The first term on the right is $2F\mu^2$. In the second, $\kappa N_s\sqrt{F/(\sigma_1D)}=F$. Dividing by $F$, and using $dN/d\theta=\sigma_1Dn^2/F$,

$$1=2\mu^2+2\mu\sqrt{\pi\tau\nu},\qquad \frac{d\nu}{d\tau}=\mu^2 .$$

No parameter is left. The still earlier period in which adatoms merely accumulate ends at $\theta\sim\sqrt{F/(\sigma_1D)}=N_s\,\kappa/(\sigma_1D)$. It is negligible on the scale $N_s$ if $\kappa\ll\sigma_1D$. The starting behaviour is therefore $\mu^2=\tfrac12$, $\nu=\tau/2$: nearly all deposited atoms sit in dimers.

**Late stage.** For large $\tau$ the term $2\mu^2$ drops out, so $\mu\simeq1/(2\sqrt{\pi\tau\nu})$ and

$$\frac{d\nu}{d\tau}\simeq\frac{1}{4\pi\tau\nu}\quad\Rightarrow\quad\frac{d(\nu^2)}{d\ln\tau}\simeq\frac1{2\pi}\quad\Rightarrow\quad 2\pi\nu^2\simeq\ln\tau+C .$$

Numerical integration of the scaled equation from $\nu=\tau/2$ gives $C=-0.083$.

To include finite coverage, expand $(1-\phi)^3/\phi=1/\phi-3+3\phi-\phi^2$ and integrate the equation for $N\,dN/d\phi$. Its prefactor is $N_s^2/(4\pi)$. Matching to the scaled law where $N_s\ll\phi\ll1$ fixes the constant:

$$N^2=\frac{N_s^2}{2\pi}B,\qquad B=\ln\frac{\theta}{N_s}+C-3\theta+\frac{3\theta^2}{2}-\frac{\theta^3}{3}.$$

**The factor.** A hundredfold flux raises $N_s$ by $100^{1/2}=10$. This is the power-law factor. At small coverage it is also the ratio of island densities compared at equal $\theta/N_s$, which means comparing the higher flux at ten times the coverage.

At equal $\theta$ the logarithm matters. Raising $N_s$ tenfold lowers $B$ by $\ln10$, so

$$\frac{N(100F)}{N(F)}=10\sqrt{\frac{B-\ln10}{B}}<10,$$

where $B$ belongs to the lower flux. The ratio tends to 10 only as $B\to\infty$. The local exponent shows the same thing. From $\ln N=\ln N_s+\tfrac12\ln B+\text{const}$ and $dB/d\ln F=-\tfrac12$,

$$\frac{d\ln N}{d\ln F}=\frac12-\frac1{4B}.$$

### 4. Numbers

For comparison with the formulas, the time-dependent equations

$$\frac{d[(1-\phi)n]}{dt}=(1-\phi)(F-2\sigma_1Dn^2)-KNn,\qquad \frac{dN}{dt}=(1-\phi)\sigma_1Dn^2,$$

$$\frac{d\phi}{dt}=\phi F+2(1-\phi)\sigma_1Dn^2+KNn$$

were integrated with an implicit Runge–Kutta method from the first deposited atoms, using the full series form of $K$.

**Free edge.** Quadrature gives $0.1160$ for the integral in part 2. At the lower flux,

$$N=\left[\frac{3\times10^{-13}}{4\pi^2}\times0.1160\right]^{1/3}=9.59\times10^{-6}\ \text{per site},$$

and at the higher flux $4.45\times10^{-5}$. The rate equations give $9.58\times10^{-6}$ and $4.43\times10^{-5}$, a ratio of 4.63.

**Hindered edge.** Here $\kappa=10^6$ lattice spacings/s, and $N_s=3.16\times10^{-4}$ and $3.16\times10^{-3}$ per site. Thus $\theta/N_s=316$ and $31.6$. The coverage terms in $B$ sum to $-0.285$, so

$$B_{\rm low}=5.756-0.083-0.285=5.388,\qquad B_{\rm high}=3.454-0.083-0.285=3.086 .$$

| | Lower flux | Higher flux |
|---|---|---|
| $N$ per site, formula | $2.93\times10^{-4}$ | $2.22\times10^{-3}$ |
| $N$ per site, rate equations | $2.94\times10^{-4}$ | $2.24\times10^{-3}$ |
| $R$, lattice spacings | 10.4 | 3.8 |
| Edge/diffusion resistance | 156 | 430 |

The formula gives a ratio of $10\sqrt{3.086/5.388}=7.57$, and the rate equations give 7.59. The effective exponent over this flux range is 0.44. The resistance ratio $D/(\kappa RH)$, with $H(0.1)=0.616$, shows that diffusion is not the cause of the shortfall from 10. The logarithm accounts for it.

At equal $\theta/N_s$, with $\theta=0.002$ at the lower flux and $0.02$ at the higher, the rate equations give $1.71\times10^{-4}$ and $1.69\times10^{-3}$ per site, a ratio of 9.89. The small remaining deficit has the sign of the $-3\theta$ term, which is larger at the higher flux.

### Why the edge length matters

A barrier by itself does not produce the exponent $1/2$. Suppose capture is slow but has the same $K$ for every island, as when atoms can enter only at a fixed number of sites. Then $n=(1-\phi)F/(KN)$ and

$$N^2\frac{dN}{d\theta}=\frac{\sigma_1DF}{K^2}(1-\phi)^3,$$

so $N\propto F^{1/3}$ again. With $K/D=0.1$ and the other parameters unchanged, the rate equations give a ratio of 4.61. With $K/D=10^{-3}$, comparable to a single site of the hindered edge above, dimer formation takes a larger share of the atoms and the ratio falls to 4.06. In this model the exponent $1/2$ comes from slow attachment together with a total edge length that grows as $\sqrt{\phi N}$.

### Does the single mean radius matter?

In the edge limit an island of $s$ atoms has perimeter $2\sqrt{\pi s}$. Treating its growth as continuous and neglecting direct landing on it,

$$\frac{ds}{dt}=2\sqrt{\pi s}\,\kappa n\quad\Rightarrow\quad\frac{d\sqrt s}{dt}=\sqrt\pi\,\kappa n,$$

which is the same for all islands. The sum $S$ of $\sqrt s$ over islands, per site, therefore obeys a closed equation, in which each new dimer contributes $\sqrt2$:

$$\frac{dS}{dt}=\sqrt2\,\sigma_1Dn^2+\sqrt\pi\,\kappa nN,\qquad F=2\sigma_1Dn^2+2\sqrt\pi\,\kappa nS .$$

Scaling $S$ by $N_s$ again removes every parameter. Numerical solution at small coverage gives these fixed-coverage ratios:

| $\theta/N_s$ at lower flux | Mean radius | Size-resolved |
|---|---|---|
| $10^3$ | 8.14 | 8.12 |
| $10^6$ | 9.12 | 9.14 |
| $10^{12}$ | 9.57 | 9.58 |

The mean radius reproduces these ratios to within half a per cent. It is less accurate for $N$ itself. For $\theta/N_s$ between 30 and 1000 the size-resolved density is 2–3% higher, or about 4% higher if growth is counted atom by atom. Also, $2\pi\nu^2-\ln\tau$ no longer settles to a constant but rises slowly, from $0.37$ at $\tau=10^3$ to $1.10$ at $\tau=10^{12}$. The last rows show the slow mathematical approach to 10; they do not represent practical growth conditions.

### Limits and real surfactants

The edge-limited law needs $\theta\gg N_s$ and $D/(\kappa R)\gg H$ at both fluxes, and the value of $C$ assumes $\kappa\ll\sigma_1D$. If the flux is so high that $\theta\ll N_s$, but adatom accumulation is still negligible, then $N\simeq\theta/2$ and flux has no effect. If the flux is very low, $R$ becomes large, diffusion takes over, and the exponent returns to $1/3$.

The parameters above are round values and describe no particular surfactant. A real surfactant can also change $D$, allow detachment, or hinder dimer formation. The last effect can be estimated here. Reducing $\sigma_1$ to $0.01$ at fixed $D$ and $\kappa$ lowers $N_s$ tenfold and adds $\ln10$ to both values of $B$. The formula then gives a ratio at $\theta=0.1$ of $10\sqrt{5.39/7.69}=8.4$ instead of 7.6. The rate equations give 8.3, because the islands are larger and the edge/diffusion resistance ratio falls to 54 at the lower flux. If attachment occurs only at a fixed number of sites per island, the power-law factor is 4.64, and the ratio is lower still when capture is so slow that dimer formation uses up a noticeable share of the atoms. A measured exponent near $1/3$ therefore does not by itself rule out an edge barrier.

Numerical values quoted here were computed with a short program.
